# Characteristic energy of an electron swarm from its landing radius

## Problem

A small pulse of electrons is released at one point in a gas. A uniform field carries it through a distance $d=10$ cm, over which the voltage is $V=100$ V, to a plane collector. Half of the collected electrons land within $R=1$ cm of the axis through the release point.

(a) Neglect diffusion along the field, and find the ratio $D_T/\mu$ of the transverse diffusion coefficient to the mobility.

(b) What does the value say about the energy of the electrons, if the gas is at 293 K?

(c) Find how much the answer changes when diffusion along the field is included and the collector absorbs every electron that reaches it.

(d) Let the gas be nitrogen at roughly 20 Torr, with an electron mobility of roughly $4\times10^4$ cm²/Vs. Judge the other effects left out in (a): a source hole of radius 0.05 cm, mutual repulsion of $10^4$ electrons in one pulse, the start-up of the swarm, ionization, and an error of 0.01 cm in $R$.

## Conventions and assumptions

The algebra is in atomic units, so the electron has unit mass and unit charge magnitude, and $4\pi\varepsilon_0=1$. Temperature is written as an energy $T$, which stands for $kT$. The $z$ axis points along the drift, and $E=V/d$ is the magnitude of the field, equal to the force on an electron. The drift speed is $W=\mu E$. With unit charge the ratio

$$\varepsilon=\frac{D_T}{\mu}$$

is an energy, called the characteristic energy. A value of $D_T/\mu$ in volts is the same number in eV.

In part (a) the swarm has constant $\mu$ and $D_T$ from the moment of release, the electrons do not act on one another, and no side wall is within their reach.

## (a) The ratio from the half radius

**Arrival time.** Without longitudinal diffusion every electron moves along $z$ at the speed $W$, and all arrive together at

$$t_0=\frac{d}{W}=\frac{d}{\mu V/d}=\frac{d^2}{\mu V}.$$

**Transverse spread.** Let $P(r,t)$ be the probability per unit area of finding an electron at distance $r$ from the axis. It obeys the diffusion equation in two dimensions,

$$\frac{\partial P}{\partial t}=D_T\left(\frac{\partial^2P}{\partial r^2}+\frac1r\frac{\partial P}{\partial r}\right).$$

The solution for a point release is

$$P(r,t)=\frac{1}{4\pi D_Tt}\,e^{-r^2/(4D_Tt)} .$$

To verify it, differentiate. The time derivative is

$$\frac{\partial P}{\partial t}=P\left(-\frac1t+\frac{r^2}{4D_Tt^2}\right).$$

Since $\partial P/\partial r=-rP/(2D_Tt)$, the bracket on the right of the diffusion equation is

$$P\left(\frac{r^2}{4D_T^2t^2}-\frac{1}{2D_Tt}-\frac{1}{2D_Tt}\right),$$

and $D_T$ times this equals the time derivative. As $t\to0$ the function shrinks to a point while its integral over the plane stays 1, as the next step shows. In each transverse direction it is a Gaussian of variance $\sigma^2=2D_Tt$.

**Fraction inside a circle.** With $u=r^2/(4D_Tt_0)$, so that $2\pi r\,dr=4\pi D_Tt_0\,du$,

$$F(R)=\int_0^R P\,2\pi r\,dr=\int_0^{R^2/(4D_Tt_0)}e^{-u}\,du=1-e^{-R^2/(4D_Tt_0)} .$$

For $R\to\infty$ this is 1, which confirms the normalization.

**Half inside.** Setting $F=\tfrac12$ gives $e^{-R^2/(4D_Tt_0)}=\tfrac12$, hence $R^2=4D_Tt_0\ln2$. Inserting $t_0$,

$$R^2=4\ln2\,\frac{D_T}{\mu}\,\frac{d^2}{V}
\qquad\Longrightarrow\qquad
\boxed{\frac{D_T}{\mu}=\frac{R^2V}{4d^2\ln2}}$$

The numbers give

$$\frac{D_T}{\mu}=\frac{(1\ \text{cm})^2\,(100\ \text{V})}{4\,(10\ \text{cm})^2\,(0.6931)}=0.36\ \text{V}.$$

The characteristic energy is therefore 0.36 eV, or 0.0133 hartree.

The mobility has cancelled. A more mobile swarm at the same $\varepsilon$ diffuses faster in proportion, but it also has proportionally less time to do so. The landing pattern thus yields the ratio, while $D_T$ itself needs a separate value of $\mu$. With the rough mobility of part (d), the transit takes 25 µs and $D_T$ is about $1.4\times10^4$ cm²/s.

**Which radius is meant.** The stated $R$ is a median radius. For a general fraction $F$ the same steps give

$$\varepsilon=\frac{R^2V}{4d^2\ln[1/(1-F)]}.$$

If 1 cm were the radius at which the density has fallen to $1/e$ of its central value, then $R^2=4D_Tt_0$ and the ratio would be 0.25 V. If it were the standard deviation along one axis, then $R^2=2D_Tt_0$ and the ratio would be 0.50 V. Here that standard deviation is $\sigma=R/\sqrt{2\ln2}=0.85$ cm.

**The tail.** Because $e^{-R^2/(4D_Tt_0)}=\tfrac12$, the fraction landing beyond any radius $r$ is $2^{-(r/R)^2}$. Beyond 3 cm it is $2^{-9}=0.00195$, and beyond 4 cm only $2^{-16}=1.5\times10^{-5}$, so a side wall 4 cm or more from the axis hardly matters. An absorbing wall at 3 cm would shift the ratio by roughly half a percent. As a test, the diffusion equation was solved numerically on rings 0.02 cm wide, with all electrons starting in the central cell and with the values of $D_T$ and $t_0$ above. It put a fraction 0.5000 within 1 cm and 0.00196 beyond 3 cm.

**How the radius scales.** At fixed $\varepsilon$ the half radius is $R=d\sqrt{4\ln2\,\varepsilon/V}$. The characteristic energy depends on the field divided by the gas density, $E/N$, so changing $V$ alone also changes $\varepsilon$. If voltage and gas density are raised together at fixed $d$ and gas temperature, $E/N$ and $\varepsilon$ stay fixed and $R$ falls as $V^{-1/2}$. If instead the tube is lengthened at fixed field and density, $V$ grows as $d$ and $R$ grows as $\sqrt d$.

## (b) What the energy means

Suppose first that the electrons are in equilibrium with the gas at temperature $T$. In a constant force $E$ along $z$ the equilibrium density is $n\propto e^{Ez/T}$, and there is no net flux:

$$0=\mu En-D\frac{dn}{dz}=\left(\mu-\frac DT\right)En .$$

Hence $D/\mu=T$, the Einstein relation. At 293 K the thermal energy is 0.025 eV. The inferred value is 14 times larger, so these electrons are not in equilibrium with the gas. The field heats them, and their collisions do not remove the energy fast enough to keep them at the gas temperature. Had $D_T/\mu$ been at its thermal value, with $d$ and $V$ unchanged, the half radius would have been 0.26 cm instead of 1 cm.

The characteristic energy is not in general the mean energy. The two have a simple relation if the velocity distribution $f_0$ is Maxwellian at some electron temperature $T_e$. To see this, let collisions remove any departure from isotropy at a rate $\nu(v)$. A force along $z$ then adds $-(E/\nu)\,\partial f_0/\partial v_z$ to the distribution. For a Maxwellian $\partial f_0/\partial v_z=-v_zf_0/T_e$, so the drift speed is

$$W=\int v_z\,\frac{E}{\nu}\,\frac{v_z}{T_e}f_0\,d^3v=\frac{E}{T_e}\left\langle\frac{v_z^2}{\nu}\right\rangle .$$

A density gradient along a transverse axis $x$ adds $-(v_x/\nu)\,\partial f_0/\partial x$ in the same way, which gives a flux with $D_T=\langle v_x^2/\nu\rangle$. This average equals $\langle v_z^2/\nu\rangle$, since $f_0$ is isotropic in velocity. Thus $D_T/\mu=T_e$, and the mean energy is $\tfrac32T_e=\tfrac32\varepsilon=0.54$ eV. For another distribution the factor generally differs from $\tfrac32$ when $\nu$ depends on speed, and the landing radius alone does not supply it. If $\nu$ is the same at all speeds, then $\mu=1/\nu$ and $D_T=\langle v_x^2\rangle/\nu$, so the factor is $\tfrac32$ for any isotropic $f_0$.

## (c) Diffusion along the field

Let $D_L$ be the longitudinal diffusion coefficient and $\kappa=D_L/D_T$. Electrons now arrive at different times, and those that arrive late have spread further sideways. Motion along and across the field remains independent, so the distribution of arrival times is found first and the transverse result is then averaged over it.

**Arrival times.** The density along $z$, called $n(z,t)$, obeys

$$\frac{\partial n}{\partial t}+W\frac{\partial n}{\partial z}=D_L\frac{\partial^2n}{\partial z^2},\qquad n(d,t)=0,$$

where the last condition describes the absorbing collector. The space behind the source is left open. A drifting Gaussian released at $z=0$ solves the equation but not the condition. Subtract a second one released at $2d$, with a constant weight $A$:

$$n=\frac{1}{\sqrt{4\pi D_Lt}}\left[e^{-(z-Wt)^2/(4D_Lt)}-A\,e^{-(z-2d-Wt)^2/(4D_Lt)}\right].$$

At $z=d$ the second exponent contains $(d+Wt)^2=(d-Wt)^2+4dWt$, so the second exponential is $e^{-Wd/D_L}$ times the first. The choice $A=e^{Wd/D_L}$ makes $n(d,t)=0$ at all times.

The arrival rate is the flux at $z=d$. The drift part $Wn$ vanishes there, which leaves $-D_L\,\partial n/\partial z$. Let $g$ be the common value of the two terms at $z=d$. Their slopes are $-g(d-Wt)/(2D_Lt)$ and $+g(d+Wt)/(2D_Lt)$, and the difference is $-gd/(D_Lt)$. The arrival rate is therefore

$$p_d(t)=\frac{g\,d}{t}=\frac{d}{\sqrt{4\pi D_Lt^3}}\,e^{-(d-Wt)^2/(4D_Lt)} .$$

Its integral over all times is 1 for any positive distance $d$, because $p_d$ is the time derivative of

$$\tfrac12\operatorname{erfc}\frac{d-Wt}{\sqrt{4D_Lt}}+\tfrac12e^{Wd/D_L}\operatorname{erfc}\frac{d+Wt}{\sqrt{4D_Lt}},$$

which rises from 0 at $t=0$ to 1 at $t\to\infty$. In the derivative, the two exponentials are again equal, and the prefactors $(d+Wt)$ and $(d-Wt)$ add to $2d$.

**Average over arrival times.** An electron arriving at $t$ lands outside $R$ with probability $e^{-R^2/(4D_Tt)}$. Since $1/D_T=\kappa/D_L$, the product with $p_d$ has the exponent

$$-\frac{d^2+\kappa R^2}{4D_Lt}+\frac{Wd}{2D_L}-\frac{W^2t}{4D_L}.$$

Define $s=\sqrt{1+\kappa R^2/d^2}$, so that $d^2+\kappa R^2=(sd)^2$. Completing the square turns the exponent into

$$-\frac{(sd-Wt)^2}{4D_Lt}-\frac{Wd(s-1)}{2D_L}.$$

The time-dependent part, with the prefactor, is $p_{sd}(t)/s$, whose integral is $1/s$. With $Wd=\mu V$ and $D_L/\mu=\kappa\varepsilon$,

$$1-F=\frac1s\exp\left[-\frac{V(s-1)}{2\kappa\varepsilon}\right].$$

Setting this to $\tfrac12$ and taking the logarithm gives $\ln2=\ln s+V(s-1)/(2\kappa\varepsilon)$, or

$$\varepsilon=\frac{V(s-1)}{2\kappa(\ln2-\ln s)} .$$

**Size of the correction.** Put $q=\kappa R^2/d^2$, which is 0.01 for $\kappa=1$. For small $q$, $s-1\approx q/2-q^2/8$ and $\ln s\approx q/2$, so

$$\varepsilon\approx\frac{Vq}{4\kappa\ln2}\left(1-\frac q4\right)\left(1+\frac{q}{2\ln2}\right)
\approx\frac{R^2V}{4d^2\ln2}\left[1+0.471\,\frac{\kappa R^2}{d^2}\right],$$

where $0.471=1/(2\ln2)-\tfrac14$. As $\kappa\to0$ the result of part (a) returns. For $\kappa=1$ the ratio rises by 0.47 % to 0.362 V. For $\kappa=0.5$ it rises by 0.24 %.

The correction is small because it is of second order in $R/d$. It depends on how the swarm's width compares with the drift length, or equivalently on $D_L/(Wd)=\kappa\varepsilon/V$, which is 0.36 % for $\kappa=1$. Electrons diffusing backwards reach a distance of order $D_L/W$ behind the source, which is the fraction $D_L/(Wd)$ of the drift length. A source plate that absorbs them would therefore change the result by an amount comparable with the correction itself. The figures of 0.47 % and 0.24 % belong to the open space assumed here, and for a given tube they show only the order of magnitude of the shift.

## (d) The other neglected effects

**Regime.** Nitrogen at 20 Torr and 293 K has a density of $6.6\times10^{17}$ cm⁻³. The field of 10 V/cm then corresponds to $E/N=1.5$ Td. With the rough mobility the drift speed is $4\times10^5$ cm/s, whereas the random speed $\sqrt{3\varepsilon}$ is $4.4\times10^7$ cm/s. In atomic units the mean time between collisions is about $\mu$, and multiplying it by the random speed gives a mean free path near $10^{-3}$ cm. The electrons thus scatter many times over a distance of 1 cm, and the drift is about 1 % of the random motion. Both facts support the diffusion description.

**Finite source hole.** Electrons starting uniformly over a disc of radius $a$ have a mean square distance from its centre

$$\frac{1}{\pi a^2}\int_0^a r^2\,2\pi r\,dr=\frac{a^2}{2},$$

which is $a^2/4$ per axis. This adds to the diffusive variance. For $a\ll\sigma$ the landing pattern is, to first order, a Gaussian of variance $\sigma^2+a^2/4$, so the inferred $\varepsilon$ is too high by the fraction

$$\frac{a^2}{4\sigma^2}=\frac{(0.05)^2}{4(0.849)^2}=0.09\ \%.$$

**Mutual repulsion.** Take $N_e$ electrons in a round Gaussian cloud of width $\sigma$, and assume that it stays round and Gaussian. Each pair contributes $1/r_{12}$ to the sum of $\mathbf r\cdot\mathbf F$ over the electrons, because the two forces are opposite and only the separation matters. For large $N_e$ there are $N_e/2$ pairs per electron. The separation is Gaussian with variance $\tau^2=2\sigma^2$ per axis, and

$$\left\langle\frac1{r_{12}}\right\rangle=\frac{4\pi}{(2\pi\tau^2)^{3/2}}\int_0^\infty r\,e^{-r^2/(2\tau^2)}dr=\sqrt{\frac2\pi}\,\frac1\tau=\frac{1}{\sqrt\pi\,\sigma}.$$

Hence $\langle\mathbf r\cdot\mathbf F\rangle=N_e/(2\sqrt\pi\,\sigma)$. The force adds a velocity $\mu\mathbf F$, so the mean of $r^2$ grows by an extra $2\mu\langle\mathbf r\cdot\mathbf F\rangle$ per unit time, one third of it along each axis:

$$\frac{d\sigma^2}{dt}=2D_T+\frac{\mu N_e}{3\sqrt\pi\,\sigma}.$$

When the second term is a small correction overall, $\sigma=\sqrt{2D_Tt}$ may be used in it. Then $\int_0^{t_0}dt/\sigma=2t_0/\sigma(t_0)$, and dividing the added variance by $2D_Tt_0$ gives

$$\frac{\delta\sigma^2}{\sigma^2}=\frac{N_e}{3\sqrt\pi\,\sigma\,\varepsilon}.$$

For $10^4$ electrons this is 0.09 %, and integrating the variance equation numerically gives the same figure. This is the change of the variance, for a cloud held round and Gaussian. The ratio, however, is inferred from the median radius, and repulsion also changes the shape of the cloud. To first order in the charge, the bias of the inferred ratio is 0.10 % for a round cloud. A round cloud requires $D_L=D_T$; for $\kappa=0.5$ the cloud is flatter and the transverse variance grows by 0.11 %. The effect is proportional to the charge in the pulse and reaches 1 % at roughly $10^5$ electrons. Since repulsion widens the pattern, ignoring it makes the inferred ratio too high.

**Start-up.** If the electrons are released with little energy, the field must first supply their mean energy. Taking the Maxwellian estimate of 0.54 eV, this needs a drift of at least $0.54/10=0.054$ cm, or 0.5 % of $d$. Collisions that take energy away make the distance longer. This figure is a lower limit on the start-up length, not a computed error of $\varepsilon$. The effect can be examined by repeating the measurement with a longer tube at the same $E/N$, where the start-up region is a smaller part of the path.

**Ionization.** The threshold of nitrogen is roughly 16 eV. A Maxwellian with $T_e=0.36$ eV has a fraction of about $4\times10^{-19}$ of its electrons above that energy. The true distribution need not have a Maxwellian tail, but within this estimate ionization is negligible.

**Reading the radius.** Since $\varepsilon\propto R^2$, a small error obeys $\delta\varepsilon/\varepsilon=2\,\delta R/R$. An error of 0.01 cm in 1 cm gives 2 %, which is larger than each of the computed corrections above. An error in the fraction matters in a similar way. Differentiating $\varepsilon\propto1/\ln[1/(1-F)]$ at fixed $R$ gives

$$\frac{\delta\varepsilon}{\varepsilon}=-\frac{\delta F}{(1-F)\ln[1/(1-F)]}=-\frac{\delta F}{0.5\times0.6931}=-2.9\,\delta F$$

at $F=\tfrac12$. If the true fraction within 1 cm were 0.51, the ratio would be lower by about 3 %.

**The real case.** A characteristic energy of a few tenths of an eV is a reasonable rough size for electrons in nitrogen at one to two Td, so the example lies in a realistic regime. The mobility is a rough typical value; it affects the transit time and $D_T$, but not the ratio found in (a). A real tube departs from the model through its finite source, the start-up region, the source plate and imperfect field uniformity. For the numbers used here, the hole and longitudinal diffusion each move the result by less than 0.5 %, if the space behind the source is open. The effect of an absorbing source plate has been judged only in order of magnitude, and field distortion has not been estimated. An error in the voltage itself enters in proportion, so 0.1 V in 100 V would change the ratio by 0.1 %. With the radius known to 0.01 cm, two digits are justified: $D_T/\mu\approx0.36$ V. The values used are listed in the numerical output below.

## Values computed for the example and the checks

```
drift distance d = 10.0 cm
voltage V = 100.0 V
half-fraction radius R = 1.00 cm
field = 10.0 V/cm
nitrogen pressure (rough) = 20 Torr
gas temperature = 293 K
gas density = 6.59e+17 cm^-3
reduced field E/N = 1.52 Td
mobility (rough) = 4.0e+04 cm2/Vs
drift speed = 4.0e+05 cm/s
transit time = 25.0 microseconds
ln 2 = 0.6931
D_T/mu = 0.3607 V
characteristic energy = 0.01325 hartree
D_T = 1.443e+04 cm2/s
sigma per transverse axis = 0.8493 cm
wrong value, R as 1/e radius = 0.250 V
wrong value, R as sigma = 0.500 V
grid solution: fraction within R = 0.50003
grid solution: fraction beyond 3R = 0.001958
formula: fraction beyond 3R = 0.001953
gas kT = 0.0252 eV
characteristic energy / gas kT = 14.3
half radius if electrons were at gas T = 0.265 cm
mean energy if Maxwellian = 0.541 eV
D_L/D_T = 0.5: D_T/mu = 0.3615 V, shift = 0.24 %
D_L/D_T = 1.0: D_T/mu = 0.3624 V, shift = 0.47 %
first-order shift coefficient = 0.4713
(D_L/mu)/V for D_L = D_T: 0.36 %
source hole radius = 0.05 cm
inferred value too high by hole = 0.087 %
electrons per pulse = 1e+04
variance growth by repulsion, formula = 0.088 %
variance growth, integrated = 0.088 %
electrons per pulse for 1 % = 1.1e+05
shortest energy relaxation length = 0.054 cm
relaxation length / d = 0.54 %
ionization threshold (rough) = 16 eV
Maxwellian fraction above threshold = 4e-19
random speed = 4.4e+07 cm/s
drift speed / random speed = 0.0092
mean free path (estimate) = 9.9e-04 cm
radius reading error = 0.01 cm
resulting error of D_T/mu = 2.0 %
```
